# Second-order self-energy of the Hubbard atom, at and away from half filling: test program

```python
"""Hubbard atom: H - mu N = xi (n_up + n_dn) + U n_up n_dn.
Result under test: at xi = -U/2 the exact self-energy is U/2 + U^2/(4 z), which
is Hartree plus the second-order diagram built on the Hartree propagator;
for other xi the two differ.
z: complex frequency from the chemical potential; beta = 1/kT;
n: exact density per spin; n_h: spin-symmetric Hartree density per spin;
eta = xi + U n_h: Hartree level. Energies are in hartree.
The exact side uses the four-state matrix, the diagram uses quadrature in
imaginary time."""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit

EV = physical_constants["Hartree energy in eV"][0]
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
nodes, weights = np.polynomial.legendre.leggauss(100)


def fermi(energy, beta):
    return expit(-beta * energy)


def solve(xi, U, beta):
    """Energies, Boltzmann weights, |<m|c_up|n>|^2 and density per spin."""
    E, V = np.linalg.eigh(xi * (n_up + n_dn) + U * n_up @ n_dn)
    p = np.exp(-beta * (E - E.min()))
    p /= p.sum()
    density = float(np.sum(p * np.diag(V.T @ n_dn @ V)))
    return E, p, (V.T @ c_up @ V) ** 2, density


def green(z, xi, U, beta):
    E, p, c2, _ = solve(xi, U, beta)
    return np.sum((p[:, None] + p[None, :]) * c2
                  / (z - (E[None, :] - E[:, None])))


def sigma_exact(z, xi, U, beta):
    return z - xi - 1 / green(z, xi, U, beta)


def green_tau(tau, xi, U, beta):
    """-<c(tau) c^dagger> for 0 < tau < beta, as a trace over states."""
    E, _, c2, _ = solve(xi, U, beta)
    E = E - E.min()
    left = np.exp(-np.outer(beta - tau, E))
    right = np.exp(-np.outer(tau, E))
    return -np.einsum("tm,mn,tn->t", left, c2, right) / np.exp(-beta * E).sum()


def diagram(z, U, beta, level, U_line=0.0):
    """Second-order diagram; its lines are those of an atom (level, U_line)."""
    tau = 0.5 * beta * (nodes + 1)
    forward = green_tau(tau, level, U_line, beta)
    backward = -green_tau(beta - tau, level, U_line, beta)
    integrand = -U**2 * forward**2 * backward * np.exp(z * tau)
    return 0.5 * beta * np.sum(weights * integrand)


def hartree(xi, U, beta):
    n_h = brentq(lambda x: x - fermi(xi + U * x, beta), 0, 1, xtol=1e-15)
    return n_h, xi + U * n_h


def sigma_approx(z, xi, U, beta):
    n_h, eta = hartree(xi, U, beta)
    return U * n_h + diagram(z, U, beta, eta)


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * max(abs(a), abs(b))


U, kT = 0.2, 0.02
beta = 1 / kT
z0 = 1j * np.pi * kT

# Half filling: exactness for weak and strong coupling, several frequencies
for u in (0.01, 0.1, 0.2, 0.4):
    for k in (0, 1, 4):
        z = (2 * k + 1) * z0
        target = u / 2 + u**2 / (4 * z)
        assert close(sigma_exact(z, -u / 2, u, beta), target)
        assert close(sigma_approx(z, -u / 2, u, beta), target)
z_real = 0.07 + 0.001j
assert close(sigma_exact(z_real, -U / 2, U, beta), U / 2 + U**2 / (4 * z_real))

# General filling: closed forms against matrix and quadrature
for xi in (-0.25, -0.15, -0.02, 0.03):
    n = solve(xi, U, beta)[3]
    a, b = np.exp(-beta * xi), np.exp(-beta * U)
    assert close(n, (a + a * a * b) / (1 + 2 * a + a * a * b))
    n_h, eta = hartree(xi, U, beta)
    for z in (z0, 3 * z0):
        assert close(green(z, xi, U, beta),
                     (1 - n) / (z - xi) + n / (z - xi - U))
        assert close(sigma_exact(z, xi, U, beta),
                     U * n + U**2 * n * (1 - n) / (z - xi - U * (1 - n)))
        assert close(diagram(z, U, beta, eta),
                     U**2 * n_h * (1 - n_h) / (z - eta))
        split = U * np.sqrt(n_h * (1 - n_h))
        dyson = 1 / (z - xi - sigma_approx(z, xi, U, beta))
        assert close(dyson, 0.5 / (z - eta - split) + 0.5 / (z - eta + split))
    assert abs(sigma_exact(z0, xi, U, beta)
               - sigma_approx(z0, xi, U, beta)) > 1e-3

# Small U: leading errors, extrapolated from two values of U
xi_s, u_s = -0.02, 0.01 * kT
f = fermi(xi_s, beta)


def scaled_errors(u):
    d_sigma = sigma_exact(z0, xi_s, u, beta) - sigma_approx(z0, xi_s, u, beta)
    d_n = solve(xi_s, u, beta)[3] - hartree(xi_s, u, beta)[0]
    return np.array([d_sigma / u**3, d_n / u**2])


limit = 2 * scaled_errors(u_s / 2) - scaled_errors(u_s)
coef_sigma = f * (1 - f) * (1 - 2 * f) * (
    1 / (z0 - xi_s)**2 + beta**2 * f * (1 - f) / 2)
coef_n = beta**2 * f**2 * (1 - f)**2 * (1 - 2 * f) / 2
# the tolerance covers the remaining terms of relative order (beta U)^2
assert close(limit[0], coef_sigma, 2e-3)
assert close(limit[1], coef_n, 2e-3)

# Half filling, exact propagator in place of the Hartree one
p = fermi(U / 2, beta)
pq = p * (1 - p)
for z in (z0, 3 * z0):
    dressed = diagram(z, U, beta, -U / 2, U)
    formula = U**2 * z / 4 * ((1 - 3 * pq) / (z**2 - 9 * U**2 / 4)
                              + 3 * pq / (z**2 - U**2 / 4))
    assert close(dressed, formula)
    assert abs(dressed - U**2 / (4 * z)) > 0.1 * abs(U**2 / (4 * z))


def show(label, value, unit="hartree"):
    if isinstance(value, complex):
        text = f"{value.real:+.6f} {value.imag:+.6f} i"
    else:
        text = f"{value:.6f}"
    print(f"{label}: {text} {unit}".rstrip())


show("U", U)
show("kT", kT)
show("beta U", beta * U, "(dimensionless)")
show("lowest Matsubara frequency w0", z0.imag)
print("-- half filling, xi = -U/2 --")
xi = -U / 2
n_h, eta = hartree(xi, U, beta)
show("xi", xi)
show("exact density per spin", solve(xi, U, beta)[3], "")
show("Hartree density per spin", n_h, "")
s_half = complex(sigma_exact(z0, xi, U, beta))
d_half = complex(diagram(z0, U, beta, eta))
show("exact Sigma(i w0)", s_half)
show("exact Sigma(i w0) minus U/2", s_half - U / 2)
show("second-order diagram, Hartree lines", d_half)
show("same diagram in eV", d_half * EV, "eV")
show("diagram with exact lines", complex(diagram(z0, U, beta, xi, U)))
print("-- away from half filling --")
xi = -0.02
n = solve(xi, U, beta)[3]
n_h, eta = hartree(xi, U, beta)
split = U * np.sqrt(n_h * (1 - n_h))
s_ex = complex(sigma_exact(z0, xi, U, beta))
s_ap = complex(sigma_approx(z0, xi, U, beta))
show("xi", xi)
show("exact density per spin n", n, "")
show("Hartree density per spin n_h", n_h, "")
show("Hartree level eta", eta)
show("exact Sigma(i w0)", s_ex)
show("Hartree + second order Sigma(i w0)", s_ap)
show("modulus of the error", abs(s_ex - s_ap))
show("modulus of the error in eV", abs(s_ex - s_ap) * EV, "eV")
show("exact pole of Sigma", xi + U * (1 - n))
show("approximate pole of Sigma", eta)
show("exact lower pole of G", xi)
show("exact upper pole of G", xi + U)
show("exact weight of lower pole", 1 - n, "")
show("exact weight of upper pole", n, "")
show("approximate lower pole of G (weight 1/2)", eta - split)
show("approximate upper pole of G (weight 1/2)", eta + split)
print("-- scan: xi (hartree), n, n_h, |Sigma error| at i w0 (hartree) --")
for x in (-0.18, -0.14, -0.11, -0.10, -0.09, -0.06, -0.02):
    err = abs(sigma_exact(z0, x, U, beta) - sigma_approx(z0, x, U, beta))
    print(f"{x:+.2f}  {solve(x, U, beta)[3]:.6f}  "
          f"{hartree(x, U, beta)[0]:.6f}  {err:.6f}")
print("-- small-U error at xi = -0.02 hartree --")
show("U used in the extrapolation", u_s)
print(f"Sigma error / U^3, extrapolated: {limit[0]:.3f} hartree^-2")
print(f"Sigma error / U^3, formula: {coef_sigma:.3f} hartree^-2")
print(f"(n - n_h) / U^2, extrapolated: {limit[1].real:.3f} hartree^-2")
print(f"(n - n_h) / U^2, formula: {coef_n:.3f} hartree^-2")
print("OK")
```

Printed output:

```
U: 0.200000 hartree
kT: 0.020000 hartree
beta U: 10.000000 (dimensionless)
lowest Matsubara frequency w0: 0.062832 hartree
-- half filling, xi = -U/2 --
xi: -0.100000 hartree
exact density per spin: 0.500000
Hartree density per spin: 0.500000
exact Sigma(i w0): +0.100000 -0.159155 i hartree
exact Sigma(i w0) minus U/2: +0.000000 -0.159155 i hartree
second-order diagram, Hartree lines: +0.000000 -0.159155 i hartree
same diagram in eV: +0.000000 -4.330827 i eV
diagram with exact lines: -0.000000 -0.007453 i hartree
-- away from half filling --
xi: -0.020000 hartree
exact density per spin n: 0.422349
Hartree density per spin n_h: 0.224159
Hartree level eta: 0.024832 hartree
exact Sigma(i w0): +0.013163 -0.046900 i hartree
Hartree + second order Sigma(i w0): +0.006987 -0.095759 i hartree
modulus of the error: 0.049248 hartree
modulus of the error in eV: 1.340098 eV
exact pole of Sigma: 0.095530 hartree
approximate pole of Sigma: 0.024832 hartree
exact lower pole of G: -0.020000 hartree
exact upper pole of G: 0.180000 hartree
exact weight of lower pole: 0.577651
exact weight of upper pole: 0.422349
approximate lower pole of G (weight 1/2): -0.058574 hartree
approximate upper pole of G (weight 1/2): 0.108237 hartree
-- scan: xi (hartree), n, n_h, |Sigma error| at i w0 (hartree) --
-0.18  0.577651  0.775841  0.049248
-0.14  0.511917  0.641717  0.038717
-0.11  0.501742  0.535697  0.011936
-0.10  0.500000  0.500000  0.000000
-0.09  0.498258  0.464303  0.011936
-0.06  0.488083  0.358283  0.038717
-0.02  0.422349  0.224159  0.049248
-- small-U error at xi = -0.02 hartree --
U used in the extrapolation: 0.000200 hartree
Sigma error / U^3, extrapolated: -5.278+12.080j hartree^-2
Sigma error / U^3, formula: -5.278+12.080j hartree^-2
(n - n_h) / U^2, extrapolated: -22.330 hartree^-2
(n - n_h) / U^2, formula: -22.330 hartree^-2
OK
```
